The Hatsugai-Kohmoto Model: Mott Transition and Zeros of G

**The problem**

Electrons live on a periodic lattice of L sites, with L allowed momenta k. The Hatsugai-Kohmoto Hamiltonian, measured from the chemical potential μ, is

H − μN = Σ_k [ ξ_k (n_k↑ + n_k↓) + U n_k↑ n_k↓ ],  ξ_k = ε_k − μ,  U > 0.

Here n_kσ = c†_kσ c_kσ, and ħ = k_B = 1. The band energy ε_k is continuous in k, so for large L its values fill an interval from ε_min to ε_max, of width W = ε_max − ε_min.

The interaction is between two electrons of the same momentum. To see what this means in real space, insert c_kσ = L^(−1/2) Σ_j exp(−ik·r_j) c_jσ into both densities. The sum over k of the phase factors gives L if r_1 − r_2 + r_3 − r_4 vanishes (up to a lattice period) and zero otherwise. With the factor 1/L² from the four operators,

U Σ_k n_k↑ n_k↓ = (U/L) Σ′ c†_1↑ c_2↑ c†_3↓ c_4↓,

where the prime restricts the sum to r_1 + r_3 = r_2 + r_4. The interaction has infinite range but conserves the centre of mass of the pair. It is not the on-site repulsion of the Hubbard model, and the results below belong to this model.

The questions, for one electron per site (half filling), are:

(a) For which U is the system an insulator, and how large is its charge gap?

(b) Let the band be particle-hole symmetric, with density of states ρ(ε) = ρ(−ε). Where in momentum space does the Green's function G_σ(k, ω) vanish at ω = 0?

(c) Does the surface found in (b) enclose a volume that counts the electrons, and does it still do so for an asymmetric band?

**A tempting solution**

An electron of spin σ at momentum k feels the energy U n_k,−σ. At half filling without magnetization there is, on average, half an electron of each spin per momentum. Replace the operator by this average:

U n_k,−σ → U/2.

Each electron then moves independently with energy ξ_k + U/2, and

G_σ(k, z) = 1/(z − ξ_k − U/2).

For a symmetric band, half filling requires μ = U/2, which gives G = 1/(z − ε_k). The interaction has dropped out. There is a Fermi surface at ε_k = 0 for every U, no gap ever opens, and G, being the inverse of a finite quantity, has no zeros. The answer to (a) would be "never", and to (b) "nowhere".

**Where it fails**

The average 1/2 need not be at fault: in the insulator found below, taken in the spin-symmetric state at T → 0, it is the correct value at every k. The fault is in putting an average where an operator stands.

Since H contains only the densities n_kσ, each of them commutes with H. The operator n_k,−σ is therefore a conserved quantity with eigenvalues 0 and 1. An added electron pays either ξ_k or ξ_k + U. It never pays ξ_k + U/2.

The consequence for G follows from the equation of motion. Because c_kσ n_kσ − n_kσ c_kσ = c_kσ,

[c_kσ, H − μN] = (ξ_k + U n_k,−σ) c_kσ.

The bracket on the right is conserved, so the equation integrates at once:

c_kσ(τ) = exp[−i(ξ_k + U n_k,−σ)τ] c_kσ.

The retarded function is −i⟨{c_kσ(τ), c†_kσ}⟩ for τ > 0. The exponential contains only the opposite spin, so it passes through c†_kσ, and the anticommutator {c_kσ, c†_kσ} = 1 remains. Integrating with exp(izτ), Im z > 0, gives

G_σ(k, z) = ⟨ 1/(z − ξ_k − U n_k,−σ) ⟩.

The tempting solution took the average inside the denominator. The average of an inverse is not the inverse of an average. Writing n = ⟨n_k,−σ⟩ and using n_k,−σ² = n_k,−σ, averaging inside the denominator keeps the mean energy ξ_k + Un (which equals the tempting ξ_k + U/2 only where n = 1/2, as in the insulator at T → 0), but the variance of the energy,

U²(n − n²) = U² n(1 − n),

is lost. At n = 1/2 it is U²/4, as large as it can be.

**The Green's function**

For eigenvalue 0 the inverse is 1/(z − ξ), and for eigenvalue 1 it is 1/(z − ξ − U). These occur with probabilities 1 − n and n, so, dropping the label k,

G = (1 − n)/(z − ξ) + n/(z − ξ − U).

Over a common denominator the numerator is (1 − n)(z − ξ − U) + n(z − ξ) = z − ξ − U(1 − n), hence

G = [z − ξ − U(1 − n)] / [(z − ξ)(z − ξ − U)].

Two poles with positive weights enclose one zero. The self-energy Σ = z − ξ − 1/G shows what the tempting solution omitted. With a = z − ξ,

Σ = a − a(a − U)/[a − U(1 − n)]
 = aUn/[a − U(1 − n)]
 = Un + U² n(1 − n)/[a − U(1 − n)].

The last line follows by writing a = [a − U(1 − n)] + U(1 − n) in the numerator. The first term is the mean-field shift. The second carries the lost variance, and its pole is the zero of G.

**Part (a): the gap**

Each momentum has four states: empty (energy 0), single with spin up or down (ξ), and double (2ξ + U). Single occupation is lowest when ξ < 0 and ξ < 2ξ + U, that is, for −U < ξ < 0. For ξ > 0 the momentum is empty, and for ξ < −U it is doubly occupied.

To find the gap at fixed particle number, leave out μ. The first electron placed at k costs ε_k and the second costs ε_k + U. Since U > 0, filling levels in order of energy never uses the second before the first. The ground energy E(N) is therefore the sum of the N lowest levels λ_1 ≤ λ_2 ≤ … in the combined list of all ε_k and all ε_k + U. The charge gap is

Δ = [E(L+1) − E(L)] − [E(L) − E(L−1)] = λ_(L+1) − λ_L.

If U > W, all L levels ε_k lie below all L levels ε_k + U. Then λ_L = ε_max and λ_(L+1) = ε_min + U, so

Δ = U − W.

If U ≤ W, the intervals [ε_min, ε_max] and [ε_min + U, ε_max + U] overlap or touch. For large L the levels fill one unbroken interval, and neighbouring levels are infinitesimally close: Δ = 0. Hence

Δ = max(0, U − W),

and the Mott transition is at U = W. Symmetry of the band was not used.

The insulator has one electron at every momentum, each with a free spin, so its ground state is 2^L-fold degenerate. A ring of four sites, with hopping t and the interaction written in real space, can be diagonalized in its full Fock space. There W = 4t, and U = 6t gives a gap of 2t and a degeneracy of 16 = 2⁴.

**Part (b): the surface of zeros**

The degeneracy makes it necessary to say which state is meant. Take the thermal state, which treats both spins alike, and let T → 0 at the end if desired. With β = 1/T,

n = [e^(−βξ) + e^(−β(2ξ+U))] / [1 + 2e^(−βξ) + e^(−β(2ξ+U))].

Try μ = U/2, so that ξ = ε − U/2 and 2ξ + U = 2ε. Put A = e^(βU/2) and multiply numerator and denominator by e^(βε):

n = [A + e^(−βε)] / [2A + 2 cosh βε].

Subtracting 1/2 leaves A + e^(−βε) − A − cosh βε = −sinh βε in the numerator:

n − 1/2 = −sinh βε / [2A + 2 cosh βε].

This is odd in ε. Averaged over a symmetric density of states it vanishes, so there is half an electron of each spin per site. Thus μ = U/2 is the half-filling value at every temperature.

At z = 0 the numerator of G vanishes when ξ = −U(1 − n). With ξ = ε − U/2 this becomes

ε = U(n − 1/2) = −U sinh βε / [2A + 2 cosh βε].

For ε > 0 the right side is negative, and for ε < 0 it is positive. The two sides can agree at one place alone:

ε_k = 0.

The surface of zeros is the Fermi surface of the free half-filled band. The tempting solution found the right surface but put a pole on it.

In the insulator at T → 0, n = 1/2 at every k. The numerator of G(k, 0) is then −ξ − U/2 = −ε, and the denominator is ξ(ξ + U) = ε² − U²/4, so

G(k, 0) = ε_k / (U²/4 − ε_k²).

It is negative inside the surface and positive outside. The self-energy is Σ = U/2 + U²/[4(z − ε_k)], which diverges on the surface as z → 0.

**Which state has the zero**

Suppose instead that the insulator is in the one ground state with all spins up. An up electron meets no down electron, and a down electron always meets an up one. Each G_σ has a single pole and no zero at finite frequency. At ε_k = 0,

G_↑ = 1/(−ξ) = 2/U,  G_↓ = 1/(−ξ − U) = −2/U.

For the ring with U = 6t these are +0.333/t and −0.333/t, as the diagonalization confirms. Their spin average vanishes, though neither does separately. The zero of G_σ needs both poles to carry weight, that is 0 < ⟨n_k,−σ⟩ < 1, and at μ = U/2 it lies at ε_k = 0, ω = 0 only if ⟨n_k,−σ⟩ = 1/2 there. The thermal state meets this condition; the state with all spins up does not. A ground state with every spin along x also has ⟨n_k,−σ⟩ = 1/2, so its G_↑ and G_↓ vanish there, but it is the all-up state rotated. As a matrix in spin, its G keeps the eigenvalues ±2/U, now carried by off-diagonal elements of size 2/U. In the thermal state the off-diagonal elements vanish, and the zero is a zero of the whole matrix.

**The metal, and the limit of small U**

The argument for ε_k = 0 did not use U > W. The surface of zeros is present in the metal too, so it does not by itself signal an insulator. What distinguishes the phases is the poles at ω = 0. They lie at ξ = 0 and ξ = −U, that is, at ε_k = +U/2 and ε_k = −U/2. These surfaces exist inside the band for U < W and leave it at U = W.

As U → 0 the two pole surfaces close in on the surface of zeros between them. At U = 0 the zero cancels one of the poles, and the ordinary Fermi surface remains.

**Part (c): counting electrons**

For free electrons G(k, 0) = −1/ξ is positive on the occupied side. The Luttinger count extends this rule: the number of electrons per site should be twice the fraction of the zone where G(k, 0) > 0.

In the symmetric insulator the positive region is ε > 0, half the zone, and the count is 1, as it should be. In the metal at T → 0, G is positive for ε < −U/2 (double) and for 0 < ε < U/2 (the upper half of the single region). By symmetry the first region is as large as the empty region ε > U/2, so together they again make half the zone.

For an asymmetric band in the insulating phase, μ needs care. At T = 0 every μ between ε_max and ε_min + U gives one electron per site, yet with n = 1/2 the zeros lie at ε_k = μ − U/2 and move with μ. Temperature settles the matter if the filling is held fixed. At low T the weight of the four states is nearly 2e^(−βξ), so the probabilities of an empty and a double momentum are

p_0 ≈ ½ e^(−(μ−ε)/T),  p_2 ≈ ½ e^(−(ε+U−μ)/T).

Half filling requires equal numbers of both. The first come from the top of the band and the second from the bottom. In two dimensions the density of states tends to constants ρ_top and ρ_bottom at ordinary parabolic edges, and integrating the exponentials gives

ρ_top T e^(−(μ−ε_max)/T) = ρ_bottom T e^(−(ε_min+U−μ)/T).

Taking the logarithm and solving for μ,

μ = (ε_min + ε_max + U)/2 + (T/2) ln(ρ_top/ρ_bottom).

As T → 0, μ goes to the middle of the gap and the zeros go to the middle of the band, ε_k = (ε_min + ε_max)/2. Nothing makes this energy divide the zone into halves, so the count can fail.

**Worked example: the square lattice**

Take ε_k = −2t(cos k_x + cos k_y), with momenta in inverse lattice constants. The band runs from −4t to 4t, so W = 8t. On a grid of 200 × 200 momenta the half-filled gap is 0.0009t at U = 6t, 0.0004t at 7t, 0 at 8t, 1t at 9t and 2t at 10t. The small values below the transition are the level spacing of the finite grid.

At U = 10t the poles ω = ε_k ∓ 5t form a lower Hubbard band from −9t to −1t and an upper one from 1t to 9t. At the zone centre,

G(k, 0) = −4/(25 − 16) (1/t) = −0.444/t.

At (π, π) it is +0.444/t, and at (π/2, π/2) it is zero. The condition ε_k = 0 reads cos k_y = −cos k_x = cos(π − |k_x|), hence

|k_x| + |k_y| = π.

A numerical search along the ray at 30° from the k_x axis finds the zero at (1.992, 1.150), whose components add up to π.

The metal at U = 6t has 8.5% of its momenta empty, 83.0% single and 8.5% double. To follow the double fraction d to the transition, write the energy per site. The single region −U/2 < ε < U/2 contributes zero by symmetry, leaving

e(U) = ∫ ρ(ε)(2ε + U) dε, from −W/2 to −U/2.

The integrand vanishes at the moving limit, so de/dU = ∫ ρ dε = d. Near the band bottom ε ≈ −4t + tq², with q the distance from the zone centre. Double occupation therefore requires q² < (4t − U/2)/t = (W − U)/(2t). This disc has area πq², and the zone has area 4π²:

d ≈ (W − U)/(8πt),  U → W from below.

Above W, d = 0. Thus e and de/dU are continuous, while d²e/dU² jumps from −1/(8πt) to 0. At U = 7.8t the fraction is 0.00801 against 0.00796 from this law, and at U = 7t it is 0.0411 against 0.0398. The excess, 0.6% and 3% of the law, has the expected sign: the next term in −2t cos q is −tq⁴/12, which lowers the energy and enlarges the region.

Now add 4t′ cos k_x cos k_y with t′ = 0.3t. The energy is linear in each cosine, so its extremes lie where each cosine is ±1. The values there are −2.8t at (0, 0), 5.2t at (π, π) and −4t′ = −1.2t at (π, 0) and (0, π), so the band runs from −2.8t to 5.2t. The width is still 8t, and at U = 10t the gap is still 2t. Midgap is

μ = (−2.8 + 5.2 + 10)t/2 = 6.2t,

and the zeros lie at ε_k = 6.2t − 5t = 1.2t. The coefficient of q² is t − 2t′ = 0.4t at the bottom and, in magnitude, t + 2t′ = 1.6t at the top. The edge density of states is inversely proportional to it, so ρ_top/ρ_bottom = 1/4. At T = 0.05t the low-temperature law gives μ = 6.1653t. Solving the half-filling condition on a momentum grid gives 6.1656t.

The part of the zone below 1.2t is 0.735. Since G is positive above this energy, the Luttinger count is 2(1 − 0.735) = 0.53, while the filling is 1. The surface of zeros is well defined here, but its volume does not count the electrons. The numerical output lists the remaining values.

Computed values

```
Energies in t, G in 1/t, momenta in 1/(lattice constant)
Ring: sites 4, Fock dimension 256, W = 4.0000 t
Ring: U = 6.0 t, charge gap = 2.000000 t
Ring: half-filled ground-state degeneracy = 16
Ring: |G(k=pi/2, 1e-6 i t)| at T=0.7 t = 1.11e-07 1/t
Ring, all spins up: G_up(pi/2,0) = 0.333333 1/t
Ring, all spins up: G_down(pi/2,0) = -0.333333 1/t
Square lattice: W = 8.0000 t; with t'=0.3 t: 8.0000 t
Half-filled gap on 200 x 200 momenta:
  U = 6.0 t: t'=0: 0.0009 t; t'=0.3 t: 0.0000 t
  U = 7.0 t: t'=0: 0.0004 t; t'=0.3 t: 0.0004 t
  U = 8.0 t: t'=0: 0.0000 t; t'=0.3 t: 0.0000 t
  U = 9.0 t: t'=0: 1.0000 t; t'=0.3 t: 1.0000 t
  U = 10.0 t: t'=0: 2.0000 t; t'=0.3 t: 2.0000 t
U = 10.0 t lower Hubbard band: -9.000 to -1.000 t
U = 10.0 t upper Hubbard band: 1.000 to 9.000 t
G(k,0) at U = 10.0 t, T = 0.02 t:
  k = (0,0): eps = -4.0000 t, G = -0.444444 1/t
  k = (pi/2,pi/2): eps = -0.0000 t, G = 0.000000 1/t
  k = (pi,pi): eps = 4.0000 t, G = 0.444444 1/t
Zeros of G(k,0) along rays, U = 10.0 t:
  15 deg: kx = 2.47770, ky = 0.66390, sum/pi = 1.000000
  30 deg: kx = 1.99169, ky = 1.14990, sum/pi = 1.000000
  45 deg: kx = 1.57080, ky = 1.57080, sum/pi = 1.000000
Luttinger count, U = 6.0 t: 1.0000 per site
Luttinger count, U = 10.0 t: 1.0000 per site
t'=0.3 t: band from -2.800 to 5.200 t
t'=0.3 t, U = 10.0 t: midgap mu = 6.2000 t
  T = 0.10 t: mu = 6.13170 t, low-T law 6.13069 t
  T = 0.05 t: mu = 6.16563 t, low-T law 6.16534 t
t'=0.3 t: zeros at eps = 1.2000 t
t'=0.3 t: zone fraction below that energy = 0.7353
t'=0.3 t: Luttinger count = 0.5295 per site (filling 1)
U = 6.0 t fractions: empty 0.08515, single 0.82970, double 0.08515
U = 6.0 t: numerical de/dU = 0.08515
U = 7.0 t: double fraction 0.041101, edge law 0.039789
U = 7.8 t: double fraction 0.008008, edge law 0.007958
```
